# How far below ambient does a radiative cooler settle?

## The problem

A horizontal plate faces a clear night sky. Its surface is dry and the surrounding air is at $T_a=300$ K. When the plate is held at the air temperature, it loses $P_0=100$ W/m² more by radiation than it absorbs. For each kelvin that it is cooled below the air, this net cooling falls by $H=10$ W/(m² K), a slope measured close to the air temperature. $H$ is the total linearised heat-gain coefficient.

(a) Find the steady temperature to first order in the temperature drop.

(b) The surface is grey, with emissivity $\varepsilon=0.95$. How much of $H$ is due to radiation, and how much to other heat transfer?

(c) The plate has heat capacity $C=2400$ J/(m² K) per unit area, roughly that of a millimetre of aluminium. How does it approach the steady state when released at the air temperature?

(d) Does the full, nonlinear balance give a larger or a smaller drop than the linear one, and by how much?

(e) How far do wind, sunlight and dew move the result?

## Hints

1. Count heat leaving the plate as positive. Three flows matter: the emission, the absorbed radiation, and the heat brought by air and supports. Which of them depend on the plate temperature?
2. A colder plate gains more heat from the air. It also emits less. Both effects reduce the net cooling, so both belong to $H$.
3. For (c), write the equation for the drop $D=T_a-T$ instead of for $T$.
4. For (d), ask whether the curve of emission against temperature lies above or below its tangent at $T_a$.
5. For dew, the air that carries heat to the plate also carries water vapour.

## Solution

### (a) The balance and its linear form

Let $E(T)$ be the flux emitted by the plate into the hemisphere above it, and $A$ the absorbed flux. $A$ is set by the sky and by the absorptivity of the surface, which is taken not to depend on temperature, so $A$ stays fixed as the plate cools. The heat arriving by convection and through the supports is written $h_c(T_a-T)$ with constant $h_c$. The net cooling flux is then

$$P(T)=E(T)-A-h_c(T_a-T).$$

At $T=T_a$ the last term vanishes, so

$$P_0=E(T_a)-A .$$

The steady state is the temperature at which $P(T)=0$. There is one such temperature. $E$ rises with $T$, and so does $-h_c(T_a-T)$, so $P$ is an increasing function. It is positive at $T_a$, where it equals $P_0$, and negative at $T=0$, where it equals $-A-h_cT_a$. It therefore crosses zero once, somewhere below $T_a$.

For a small drop $D=T_a-T$, expand the emission about $T_a$:

$$E(T_a-D)\approx E(T_a)-h_rD,\qquad h_r=\left.\frac{dE}{dT}\right|_{T_a}.$$

Substitution gives

$$P\approx E(T_a)-h_rD-A-h_cD=P_0-(h_r+h_c)D .$$

The factor multiplying $D$ is the loss of net cooling per kelvin, which is how $H$ was defined. Hence

$$H=h_r+h_c,\qquad P\approx P_0-HD .$$

Setting $P=0$ gives the linear drop

$$D_0=\frac{P_0}{H}=\frac{100\ \text{W/m}^2}{10\ \text{W/(m}^2\,\text{K)}}=10\ \text{K}.$$

To first order the plate settles at 290 K.

The same line tells what the plate can do when it serves a load. If a heat flux $q$ is fed into it from below, the balance becomes $P_0-HD=q$, so $D=(P_0-q)/H$. At a drop of 5 K the plate can remove 50 W/m². At the full 10 K it removes nothing, because the fall in its emission and the heat from air and supports together have used up $P_0$.

### (b) What the coefficient contains

For a grey surface $E=\varepsilon\sigma T^4$, with $\sigma$ the Stefan–Boltzmann constant. At 300 K this is 436.3 W/m². The absorbed flux follows from $P_0$:

$$A=E(T_a)-P_0=436.3-100=336.3\ \text{W/m}^2 .$$

A black sky at temperature $T_s$ would supply this flux if $\varepsilon\sigma T_s^4=A$, which gives $T_s=281.1$ K. The 100 W/m² is thus the difference of two much larger flows.

Differentiating the emission gives

$$h_r=4\varepsilon\sigma T_a^3=\frac{4E(T_a)}{T_a}=\frac{4\times436.3}{300}=5.82\ \text{W/(m}^2\,\text{K)},$$

and the remainder is

$$h_c=H-h_r=10-5.82=4.18\ \text{W/(m}^2\,\text{K)}.$$

More than half of the coefficient is radiative. In the linear account of the 10 K drop, the plate loses 58.2 W/m² of its emission and gains 41.8 W/m² from air and supports. Together these use up the 100 W/m².

The split shows the two limits. If $h_c$ is much larger than $h_r$, then $D_0\approx P_0/h_c$, and the plate is held close to the air temperature. If $h_c=0$, the balance is $E(T)=A$ and the grey plate reaches the effective sky temperature, 281.1 K, a drop of 18.9 K. The linear formula would give $100/5.82=17.2$ K there. It errs by about a tenth of the true drop, because the drop is larger and all of the restoring effect now comes from the curved emission law.

### (c) Settling in time

The plate loses stored heat at the rate $P$, so

$$C\frac{dT}{dt}=-P(T).$$

Since $T=T_a-D$ with constant $T_a$, $dT/dt=-dD/dt$. The linear form of $P$ then gives

$$C\frac{dD}{dt}=P_0-HD=-H(D-D_0).$$

The difference $D-D_0$ decays at the rate $H/C$. With $D=0$ at $t=0$ it starts at $-D_0$, and therefore

$$D(t)=D_0\left(1-e^{-t/\tau}\right),\qquad \tau=\frac{C}{H}=\frac{2400}{10}=240\ \text{s}.$$

After one time constant the linear drop is $10(1-e^{-1})=6.32$ K. Heat capacity sets how long the plate takes, but it does not enter the final temperature.

The steady state is also stable without linearisation. Above it $P>0$ and the plate cools; below it $P<0$ and the plate warms. The full equation was integrated for 25 time constants from 300 K and from 280 K. Both runs ended within $10^{-5}$ K of the root of the full balance.

### (d) The sign and size of the linear error

At 290 K the true grey emission is 381.00 W/m². The tangent predicts $436.34-58.18=378.16$ W/m², which is too low. The plate at 290 K therefore still has some net cooling left, 2.84 W/m², and must settle lower.

The sign does not depend on the surface being grey. Let the emissivity $\varepsilon_\lambda$, averaged over the hemisphere, depend on wavelength but not on temperature. Then

$$E(T)=\int_0^\infty \varepsilon_\lambda\,\frac{2\pi hc^2}{\lambda^5}\,\frac{1}{e^x-1}\,d\lambda,\qquad x=\frac{hc}{\lambda kT}.$$

Here $h$ is Planck's constant, $c$ the speed of light and $k$ Boltzmann's constant. The temperature enters through $x$, and $dx/dT=-x/T$. Hence

$$\frac{d}{dT}\frac{1}{e^x-1}=\frac{x}{T}\,\frac{e^x}{(e^x-1)^2}=\frac{x}{T}\,\frac{1}{4\sinh^2(x/2)} .$$

The last form follows on dividing numerator and denominator by $e^x$, since $e^{x/2}-e^{-x/2}=2\sinh(x/2)$. Now put $u=x/2$ and use $1/T=x\lambda k/(hc)$:

$$\frac{d}{dT}\frac{1}{e^x-1}=\frac{\lambda k}{hc}\left(\frac{u}{\sinh u}\right)^2 .$$

The series $\sinh u/u=1+u^2/6+\dots$ has positive terms, so $u/\sinh u$ falls as $u$ grows. Heating lowers $u$, so the slope of each spectral component rises with temperature. The sum $E(T)$ is then convex and lies above its tangent:

$$E(T_a-D)>E(T_a)-h_rD\qquad (D>0).$$

At $D=D_0$ this gives $P>P_0-HD_0=0$. Because $P$ increases with temperature, its zero lies below $T_a-D_0$. Within the assumptions made here (fixed $A$, constant $h_c$, emissivity independent of temperature, dry surface), the true drop exceeds $P_0/H$.

For the size, keep the quadratic term of the expansion:

$$P_0-HD+\tfrac12E''D^2\approx0,\qquad E''=\left.\frac{d^2E}{dT^2}\right|_{T_a}.$$

Solving for the linear term,

$$D\approx D_0+\frac{E''}{2H}D^2 .$$

On the right, $D^2$ may be replaced by $D_0^2$, since $D$ and $D_0$ differ at second order and the replacement changes the result at third order. So

$$D\approx D_0+\frac{E''D_0^2}{2H}.$$

For the grey plate $E''=12\varepsilon\sigma T_a^2=0.0582$ W/(m² K²), and the correction is

$$\frac{0.0582\times10^2}{2\times10}=0.291\ \text{K}.$$

Since $E''=3h_r/T_a$, the correction relative to $D_0$ can also be written

$$\frac{E''D_0}{2H}=\frac32\,\frac{h_r}{H}\,\frac{D_0}{T_a}.$$

It is small because the drop is a small part of the absolute temperature, and because only part of $H$ is radiative. Here it is about 3 %.

The root of the full balance is a drop of 10.302 K, that is, a plate at 289.70 K. The second-order value is 10.291 K. The missing 0.011 K is of third order, which can be tested by reducing the load at fixed $h_c$: when $P_0$ was halved from 10 to 5 W/m², the remainder fell by a factor of 8.01, close to $2^3$.

The balance closes at the full solution. The emission is 379.4 W/m², and the incoming flows are $336.3+43.1=379.4$ W/m². For practical purposes the answer is "about 10 K" unless $P_0$ and $H$ are known to better than about 3 %.

The curvature also affects the settling slightly. At any given drop $D>0$ the true net cooling exceeds the linear value, so the real curve runs ahead of the exponential. After 240 s the full model gives 6.36 K instead of 6.32 K.

### (e) Wind, sunlight and dew

**Wind** raises $h_c$. Suppose it becomes 20 W/(m² K), with $P_0$ unchanged. Then $H=20+5.82=25.82$ W/(m² K), and the linear drop is $100/25.82=3.87$ K. The full balance gives 3.89 K.

**Sunlight** adds to $A$ and lowers $P_0$. Strong sunlight is roughly 1000 W/m². A plate with $\varepsilon=0.95$ at solar wavelengths too would absorb most of it and become hotter than the air, so the plate must be grey only in the thermal infrared and reflect sunlight, or be well shaded. If it absorbs 30 W/m², about 3 % of strong sunlight, then $P_0=70$ W/m² and the linear drop is 7.0 K. The full balance gives 7.15 K. Every 10 W/m² of extra absorbed radiation costs about 1 K at this $H$, whether it comes from the sun, from cloud or from moist air.

**Dew** forms when the plate falls below the dew point, and the condensing water releases its latent heat $L$. A rough estimate treats the air as exchanging $n$ moles per unit area and time between the surroundings and the plate. These carry the heat flux $n c_p(T_a-T)$, where $c_p=\tfrac72R$ is the molar heat capacity of air and $R$ the gas constant. If all of $h_c$ is due to air, then $n=h_c/c_p$. The same exchange carries a vapour flux $n\,\Delta e/p$, where $p$ is the air pressure and $\Delta e$ the difference in vapour pressure. The latent heat gain is

$$q_L=\frac{h_cL}{c_p\,p}\left[\phi\,e_s(T_a)-e_s(T)\right],$$

where $\phi$ is the relative humidity and $e_s$ the saturation pressure. The formula applies when the bracket is positive. It assumes that heat and vapour are transported equally well, which means a Lewis number of one.

With constant $L\approx44$ kJ/mol, the Clausius–Clapeyron equation gives

$$\frac{e_s(T)}{e_s(T_a)}=\exp\left[-\frac LR\left(\frac1T-\frac1{T_a}\right)\right].$$

At the dry solution, 289.70 K, this ratio is 0.53. With $P_0$ held at 100 W/m², dew therefore forms if the relative humidity is above about 53 %, and the dry answer then no longer holds. Under a real clear sky, moister air also radiates more and lowers $P_0$. The plate then stays warmer, and dew needs a higher humidity than this. Empirical clear-sky emissivity correlations for air at 300 K place $P_0=100$ W/m² for this grey plate at roughly 30–35 % humidity, give about 60 W/m² at 70 %, and put the onset of dew near 70 %. The case below, with $P_0$ held fixed, therefore isolates the latent-heat term and does not describe a real humid night. At 70 % humidity the dew point is 5.9 K below ambient. Solving the balance with $q_L$ included, with $e_s(T_a)\approx3.5$ kPa, $p=101$ kPa, and $P_0$ and the emissivity unchanged, gives a drop of about 8.2 K and a latent heat gain of about 20 W/m². A Lewis number near 0.85, closer to that of water vapour in air, lowers the drop by a further 0.1 K or so. The plate goes below the dew point, but not as far as a dry one.

### Beside a real cooler

The numbers are round values in the range of a broadband emitter under a clear, fairly dry night sky, for which a net cooling of the order of 100 W/m² is a rough typical figure. The value $h_c=4.18$ W/(m² K) is low for a plate exposed to a wind of a few metres per second, so the plate needs shelter and an insulated back. In still air $h_c$ is not constant, because free convection strengthens as the drop grows, and this can outweigh the curvature of the emission law. If $h_c$ rises by about 7 % on the way to the steady state, this cancels the curvature correction of (d), and a larger rise reverses its sign. Of the three cases worked out in (e), with wind, with 30 W/m² of absorbed sunlight and with dew, the windy one moves the drop most, from 10.3 K to 3.9 K. At fixed $P_0$, dew at 70 % humidity takes away about 2 K, while the curvature of the emission law adds 0.3 K. Under a real clear sky at that humidity, the lower $P_0$ matters more: it cuts the drop to about 6 K, close to the dew point, and dew itself then removes little. An error of 7 % in $h_c$, about 0.3 W/(m² K), also shifts the drop by about 0.3 K. For this plate, keeping the curvature of the emission law therefore gains little unless $h_c$ is known to better than that.

## Variation 1: the coefficient describes the air and supports alone

*Suppose that 10 W/(m² K) is the non-radiative coefficient $h_c$, with the same grey surface and the same $P_0$. Where does the plate settle?*

The fall in emission must now be added:

$$H=h_c+h_r=10+5.82=15.82\ \text{W/(m}^2\,\text{K)},$$

$$D_0=\frac{100}{15.82}=6.32\ \text{K}.$$

The curvature correction is $0.0582\times6.32^2/(2\times15.82)=0.07$ K, and the full balance gives 6.40 K. Dividing $P_0$ by $h_c$ alone would amount to assuming that the plate emits as much when cold as at ambient temperature. A quoted coefficient is thus usable once it is known whether it includes the radiative part.

## Variation 2: an emitter confined to the atmospheric window

*A second surface has emissivity 0.95 between 8 and 13 µm and zero elsewhere. Its $P_0$ and total $H$ are again 100 W/m² and 10 W/(m² K). Does it settle at the same temperature?*

To first order it does, because $D_0=P_0/H$ contains nothing else. The flows behind the two numbers differ, however. This surface emits 140.6 W/m² at 300 K, so it must absorb $140.6-100=40.6$ W/m². Integrating the spectral slope found in (d) over the band gives $h_r=2.22$ W/(m² K), which leaves $h_c=7.78$ W/(m² K). With the same total, the selective surface tolerates more heat transfer from the air.

The full drop is 10.107 K, so the correction is 0.107 K, against 0.302 K for the grey plate. The reason can be found from the slope of one spectral component, which is proportional to $(u/\sinh u)^2$. Its logarithmic derivative, with $du/dT=-u/T$, is

$$2\left(\frac1u-\coth u\right)\left(-\frac uT\right)=\frac2T\,(u\coth u-1).$$

Take 10 µm as representative of the band. At 300 K this gives $u\approx2.40$ and $u\coth u\approx2.44$, so $E''/h_r\approx2\times1.44/300=0.0096$ per kelvin. The grey plate has nearly the same ratio, $3/T_a=0.0100$ per kelvin. The correction is then

$$\frac{E''D_0^2}{2H}\approx\frac{0.0096\times2.22\times10^2}{2\times10}\approx0.11\ \text{K},$$

close to the 0.107 K of the full balance. With a single wavelength standing for the whole band, the estimate is good to about two figures at best. The selective emitter follows the linear law more closely mainly because radiation makes up a smaller part of its $H$. The numerical output below lists the values for both surfaces.

## Values computed for the example and the checks

```
Ambient temperature: 300.0 K
Emissivity: 0.95
Net cooling at ambient P0: 100.0 W/m2
Total heat-gain coefficient H: 10.00 W/(m2 K)
Emitted flux at ambient: 436.3 W/m2
Absorbed sky flux: 336.3 W/m2
Absorbed / emitted at ambient: 0.771
Effective sky temperature: 281.1 K
Radiative part h_r: 5.82 W/(m2 K)
Non-radiative part h_c: 4.18 W/(m2 K)
Linear drop P0/H: 10.00 K
Linear surface temperature: 290.00 K
Linear loss of emission, h_r*D0: 58.2 W/m2
Non-radiative gain, h_c*D0: 41.8 W/m2
True emission at linear temperature: 381.0 W/m2
Residual net cooling there: 2.84 W/m2
Emission curvature E'': 0.0582 W/(m2 K2)
Second-order correction: 0.291 K
Drop from full balance: 10.302 K
Surface temperature, full balance: 289.70 K
Emission at full solution: 379.4 W/m2
Non-radiative gain at full solution: 43.1 W/m2
Remainder ratio on halving the load: 8.01
Heat capacity per area: 2400 J/(m2 K)
Time constant C/H: 240 s
Linear drop after one time constant: 6.32 K
Full-model drop after one time constant: 6.36 K
8-13 um emitter: emitted flux: 140.6 W/m2
8-13 um emitter: h_r: 2.22 W/(m2 K)
8-13 um emitter: h_c for same H: 7.78 W/(m2 K)
8-13 um emitter: full drop: 10.107 K
If 10 W/(m2 K) were h_c alone: total H: 15.82 W/(m2 K)
If h_c alone: linear drop: 6.32 K
If h_c alone: full drop: 6.40 K
Windy case h_c: 20.0 W/(m2 K)
Windy case full drop: 3.89 K
Absorbed sunlight in sunny case: 30.0 W/m2
Sunny case full drop: 7.15 K
Latent heat of water used (rough): 44 kJ/mol
Relative humidity above which dew forms: 53 %
Relative humidity in dew case: 70 %
Dew point below ambient in dew case: 5.9 K
Latent heat gain in dew case: 20 W/m2
Full drop in dew case: 8.2 K
```
